Symmetry reduction of single and double Brillouin-zone sums at finite wavevector, part 2

The problem is to reduce a double sum over wavevectors k and k' by symmetry. The summand is periodic in both arguments and jointly invariant under the operations S of a point group P of order |P|:

F(Sk,Sk') = F(k,k').

The unshifted mesh has N points, identified modulo reciprocal vectors G, and every S permutes it. P_k contains the operations with Sk equivalent to k; P_q is the same for q = k'−k. A wedge holds one point per orbit; the irreducible zone is the wedge of P. The orbit of k under P has w_k = |P|/|P_k| members. At fixed q, k reduces to the wedge of P_q, and q to the irreducible zone.

The number of orbits is the average over operations of fix(S), the number of fixed points. On a hexagonal L×L mesh with L divisible by 6, the identity fixes L² points, two 60° rotations 1 each, two 120° rotations 3 each, the 180° rotation 4, and six mirrors L each.

The ring has k = 0, ±p, p = 2π/3, reflection k → −k and c(k) = cos k. Its correctly reduced double sum has five terms.

The example is the bare static density response per spin on the honeycomb lattice, with sublattices a = A, B at τ_a, Bloch components u_a(nk), energies ε and Fermi function f:

χ_ab(q) = (1/N) Σ_k X_ab(k,q),

X_ab(k,q) = Σ_nm g_nm A_a A_b*,

A_a = u_a*(nk) u_a(m,k+q),

g_αβ = [f(ε_α) − f(ε_β)]/(ε_α − ε_β), with limit f'(ε) at equal energies.

Here g_nm is taken between ε_nk and ε_m,k+q. If S sends sublattice a to π(a),

X_{πa,πb}(Sk,Sq) = X_ab(k,q).

Also,

X_ab(k,q+G) = exp[−iG·(τ_a−τ_b)] X_ab(k,q),

X(k+q,−q) = X(k,q)*.

With time reversal, k → −k−q leaves static X unchanged; at imaginary frequency iν it reverses ν.

Parameters: hopping t, μ = 0.5t, kT = 0.2t, 12×12 mesh; a periodic 288-site cluster provides the check. Γ, M and K are the zone centre, edge midpoint and corner.

### The general double sum

The quantity wanted is

B = (1/N²) Σ_k Σ_k' F(k,k').

Define the inner sum

J(k) = Σ_k' F(k,k').

For S in P, rename the summation variable k' as Sk'. This is allowed because S permutes the mesh. Then

J(Sk) = Σ_k' F(Sk,Sk') = Σ_k' F(k,k') = J(k).

The outer sum therefore reduces to the irreducible zone:

B = (1/N²) Σ_{k in IZ} w_k J(k),

where IZ denotes the irreducible zone. Now k is held at one representative. An operation that moves k would spoil this choice, while an operation in P_k leaves it in place. For S in P_k,

F(k,Sk') = F(Sk,Sk') = F(k,k').

The inner sum reduces to the wedge of P_k:

B = (1/N²) Σ_{k in IZ} w_k Σ_{k' in wedge(P_k)} w'_k' F(k,k').

The inner weight w'_k' is the size of the orbit of k' under P_k. If P_k ∩ P_k' is the group of operations that fix both wavevectors, then

w'_k' = |P_k|/|P_k ∩ P_k'|,

and the weight of a pair is

w_k w'_k' = (|P|/|P_k|)·(|P_k|/|P_k ∩ P_k'|) = |P|/|P_k ∩ P_k'|.

The little group of the representative cancels. The product is the number of distinct pairs obtained by rotating k and k' together, so the nested reduction keeps one pair from each orbit of pairs.

Joint invariance alone permits no smaller number of evaluations. A function with any chosen values on the different orbits satisfies the assumption. Changing its value on one omitted orbit would change B without changing any of the evaluations. A further reduction needs an additional property of F.

When k is at Γ, P_k is the full group and k' can be restricted to the irreducible zone. When k is a general point, P_k contains the identity alone and k' must cover the whole mesh. On a fine mesh most points are general, which is why the saving approaches |P| and not |P|².

If the double sum is to produce a covariant matrix instead of a scalar, the same representatives can be used, but each term must be averaged over P with the matrices that represent the operations. This is the step already made for the single sum, with pairs in place of points.

### The two reductions are the same theorem

A double sum over k and k' can also be written as a sum over q and k:

B = (1/N²) Σ_q Σ_k F(k,k+q).

By the result at fixed q, q is restricted to the irreducible zone and k to the wedge of P_q. This must keep as many terms as the other order of summation. The map

(k,q) → (k,k+q)

is one-to-one on an unshifted mesh, since sums and differences of mesh points remain on the mesh. It also commutes with the operations, because S(k+q) = Sk+Sq. It therefore carries orbits of (k,q) pairs into orbits of (k,k') pairs. The numbers of orbits agree, and so do the orbit sizes.

The choice between the two orders can then be made for other reasons. Taking q as the outer variable suits a calculation that prepares one perturbation at a time. Taking k as the outer variable suits one that prepares the states at k and pairs them with all others.

### How many pairs remain

A pair is fixed by S when both its members are fixed. If S fixes fix(S) points of the mesh, it fixes fix(S)² pairs, and

n_pair = (1/|P|) Σ_S fix(S)².

For the ring, the identity fixes three points and the reflection fixes one, so n_pair = (9+1)/2 = 5, as found above.

For the hexagonal mesh with L divisible by 6, the fixed-point numbers from the first half give

n_pair = [N² + 2·1² + 2·3² + 4² + 6·L²]/12 = (N² + 6N + 36)/12,

where L² = N was used in the mirror term. At L = 12,

n_pair = (20736 + 864 + 36)/12 = 1803.

The nested sum shows where these pairs come from. Among the 19 irreducible points, one has |P_k| = 12 and a 19-point wedge for k'. One has |P_k| = 6 and 31 points, one has |P_k| = 4 and 43 points, nine have |P_k| = 2 and 78 points, and seven have the identity alone and 144 points:

19 + 31 + 43 + 9·78 + 7·144 = 1803.

The saving relative to the full double sum is

N²/n_pair = 12/(1 + 6/N + 36/N²).

It is 10.05 at L = 6, 11.50 at L = 12 and 11.88 at L = 24. It approaches 12 from below because pairs on symmetry lines have smaller orbits, and their share of all pairs falls as the mesh is refined.

### What the double restriction leaves out

Restricting both wavevectors to irreducible zones fixes their relative orientation. To see what is lost, let the zone used for k' be rotated by S and define

B_S = (1/N²) Σ_{k in IZ} Σ_{k' in IZ} w_k w_k' F(k,Sk').

In the sum over all S, each member of the orbit of k' is reached |P_k'| times. Since w_k'|P_k'| = |P|,

Σ_S w_k' F(k,Sk') = |P| Σ_{κ in orbit of k'} F(k,κ).

Summing over the representatives k' covers the whole mesh once. Therefore

(1/|P|) Σ_S B_S = (1/N²) Σ_{k in IZ} w_k J(k) = B.

The average over relative orientations is correct, while a single B_S need not be. Carrying out the average numerically removes the apparent extra saving, since it requires |P| choices for the second zone.

The double restriction is justified when F has the stronger property

F(Sk,k') = F(k,k')

for every S. Joint invariance then gives the same freedom in k', all the B_S are equal, and each equals B. The following two responses differ in this property, although they come from the same Hamiltonian.

### Response on the perturbed site

A potential of unit strength on one site of sublattice b, at position r_b, can be expanded in plane waves on that sublattice:

δ_{r,r_b} = (1/N) Σ_q exp[iq·(r−r_b)].

The response at a site r_a of sublattice a is therefore

χ(r_a,r_b) = (1/N) Σ_q χ_ab(q) exp[iq·(r_a−r_b)].

For the perturbed site itself the phase is 1. Averaging over the two equivalent sublattices and inserting χ(q) as a sum over k gives

χ_loc = (1/N²) Σ_k Σ_k' F_loc(k,k'),

F_loc(k,k') = (1/2) Tr X(k,k'−k).

To evaluate the trace, write the off-diagonal Hamiltonian as

H_AB(k) = −t φ(k), φ(k) = Σ_d exp(ik·d) = |φ(k)| exp[iθ(k)],

where d runs over the three vectors from an A site to its neighbours. For energy s t|φ|, with s = +1 or −1, a normalized eigenvector is

u = (1, −s exp(−iθ))/√2.

The upper row of the eigenvalue equation confirms it:

H_AB u_B = −t|φ| exp(iθ)·[−s exp(−iθ)]/√2 = s t|φ| u_A.

Each sublattice carries weight 1/2, independent of k. At a point where φ = 0 the two states are degenerate, and their summed weight on each sublattice is 1, which leads to the same result. Hence

F_loc(k,k') = (1/2) Σ_nm g_nm Σ_a |u_a(nk)|² |u_a(mk')|² = (1/4) Σ_nm g_nm.

This depends on the energies at k and k' and on nothing else. Rotating either wavevector alone leaves it unchanged, so both may be restricted to the irreducible zone. On the 12×12 mesh the full sum and the doubly restricted sum both give χ_loc = −0.2041/t. Perturbing one site of the 288-site cluster gives the same value.

The same trace could not be reduced with the full group at fixed q. There k' is tied to k by k' = k+q, so rotating k alone changes the second energy from that at k+q to that at Sk+q. In the double sum k' is independent, and the obstacle is absent. The product c(k)c(k') on the ring behaves in the same way.

### Response on a neighbouring site

Now let the potential act on a B site and observe the density on a neighbouring A site. For a bond vector d from A to B, r_A−r_B = −d. Averaging over the three bonds gives

χ_nn = (1/N²) Σ_k Σ_k' F_nn(k,k'),

F_nn(k,k') = (1/3) Re Σ_d X_AB(k,q) exp(−iq·d), q = k'−k.

The real part may be taken term by term. Exchanging k and k' conjugates both X_AB and the phase, so the imaginary parts cancel in the double sum.

F_nn is periodic in q. Adding G multiplies X_AB by exp[iG·(τ_B−τ_A)] and the bond phase by exp(−iG·d), and these cancel because d differs from τ_B−τ_A by a lattice vector. It is also jointly invariant. An operation that preserves the sublattices permutes the bonds along with q. An operation that exchanges them turns X_AB into X_BA = X_AB* and reverses the bond vectors, so the whole product is conjugated and its real part is unchanged.

The eigenvectors show how relative orientation enters. For bands s at k and s' at k',

A_A A_B* = (1/4) s s' exp{i[θ(k')−θ(k)]}.

Define

η(k,k') = (1/4) Σ_{s,s'} s s' g_{ss'},

z_d(k) = exp{i[k·d−θ(k)]}.

Since exp(−iq·d) = exp(ik·d) exp(−ik'·d),

F_nn(k,k') = [η(k,k')/3] Re Σ_d z_d(k) z_d(k')*.

The factor η depends on energies alone. The three numbers z_d describe how the Bloch phase at k is distributed over the three bonds. A 120° rotation of k alone permutes them, while those at k' stay in place. The overlap of the two sets then changes in general, though both energies are unchanged. Rotating k and k' together permutes both sets and preserves the overlap.

The numbers follow this pattern. The full double sum over 20736 pairs gives

χ_nn = 0.03264/t,

and the reduced sum over 1803 pairs gives the same value. So does the cluster calculation, in which an A site is perturbed and the density is read on its B neighbours; the 180° rotation makes this equivalent to the definition above. Restricting both k and k' to the same irreducible zone, here the connected triangle with corners Γ, M and K, gives 0.0902/t, which is 2.8 times the correct value. Another choice of representatives can give another number. For the 12 orientations of the second zone the results run from −0.0033/t to 0.0902/t. Even the sign can be wrong. Their mean is 0.03264/t, as the averaging identity requires.

The sign of χ_loc is general in this model. The Fermi function decreases with energy, so every g_nm is negative and F_loc is negative too: a repulsive potential on one site lowers the density there. The sign of χ_nn is not fixed in this way, because η contains the g_ss' with both signs. At the parameters used here χ_nn is positive, so the density on the neighbouring sites rises.

In this model the average over relative orientations can also be done by hand. The three numbers satisfy

Σ_d z_d(k) = exp[−iθ(k)] φ(k) = |φ(k)|.

The 120° rotations of k' cycle its three numbers, so that each z_d(k) meets each z_d'(k')* once. Their average overlap is

(1/3) [Σ_d z_d(k)] [Σ_d' z_d'(k')*] = |φ(k)||φ(k')|/3.

Operations that exchange the sublattices conjugate the numbers z_d, and mirrors may also reorder them, but the real sum |φ| is unchanged. The average over all 12 operations is therefore the same, and the averaged summand is

F̄_nn(k,k') = η(k,k') |φ(k)||φ(k')|/9.

It depends on energies alone, and with it both wavevectors may be restricted to irreducible zones. At a point with φ = 0 the original F_nn also vanishes, since the contributions of s = +1 and s = −1 cancel at equal energy. The additional reduction is legitimate here because the relative orientation has been integrated out, not ignored.

### Exchange of the two wavevectors and refinement of the mesh

The static summand F_nn is also symmetric, F_nn(k,k') = F_nn(k',k), because the exchange conjugates a quantity whose real part is taken. Pairs may then be grouped under exchange as well as under P. If n_self orbits are mapped onto themselves by the exchange, the others combine in twos, and

n_exchange = (n_pair+n_self)/2.

At L = 12 the enumeration gives 950 representatives. The formula then implies n_self = 2·950−1803 = 97. The gain over 1803 is a factor of 1.90, close to 2 but below it because of the self-mapped orbits. Followed by the 180° rotation, which belongs to P, the exchange takes (k,k') to (−k',−k). This is the map k → −k−q found at fixed q. At nonzero imaginary frequency it requires the same care, because exchange reverses the sign of ν.

On a 24×24 mesh, the reduced sum uses 27939 pairs and gives χ_nn = 0.03265/t. The change from the 12×12 result is about 0.03% of the value. The symmetry reduction contributes nothing to this change: on each mesh it reproduces the corresponding full sum up to rounding. The change measures the discretization of the zone.

The conditions for using the double reduction can now be stated together. The operations must permute the mesh and leave the summand jointly invariant. If a magnetic field, a strain or a chosen polarization direction removes some operations, P must be replaced by the group that remains. A truncated band sum must not cut through a degenerate level, since the summand would then depend on an arbitrary choice of eigenvectors. If k and k' lie on different meshes, the operations used must preserve both. The numerical check covers the honeycomb numbers and the pair counts of the hexagonal mesh. It does not evaluate the closed form F̄_nn, which rests on the derivation above.

Table of computed values

```
t = 1.0 (energy unit), mu = 0.5 t, kT = 0.2 t
mesh 12 x 12, N = 144 points, |P| = 12, sites = 288
irreducible k-points: 19
Tr chi in 1/t, per spin and cell; q in units of b1, b2
q M = (6/12, 0/12): |P_q| = 4, wedge 43, with exchange 25
   Tr chi = -0.385784, wrongly with full-group wedge -0.511552
q K = (8/12, 4/12): |P_q| = 6, wedge 31, with exchange 19
   Tr chi = -0.386639, wrongly with full-group wedge -0.289006
q half Gamma-M = (3/12, 0/12): |P_q| = 2, wedge 78, with exchange 42
   Tr chi = -0.424124, wrongly with full-group wedge -0.453709
q half Gamma-K = (4/12, 2/12): |P_q| = 2, wedge 78, with exchange 43
   Tr chi = -0.414881, wrongly with full-group wedge -0.502077
q general = (4/12, 1/12): |P_q| = 1, wedge 144, with exchange 72
   Tr chi = -0.411418, wrongly with full-group wedge -0.472022
q = K: chi_AA = -0.193319 1/t, |chi_AB| below 1e-10: True
q = K: |AB| of unsymmetrised wedge sum = 0.073013 1/t
q = M, nu = 0.5 t: largest exchange violation in Tr X = 0.2432 1/t
little groups of irreducible k:
   |P_k| = 12: 1 k-points, wedge of k' 19
   |P_k| = 6: 1 k-points, wedge of k' 31
   |P_k| = 4: 1 k-points, wedge of k' 43
   |P_k| = 2: 9 k-points, wedge of k' 78
   |P_k| = 1: 7 k-points, wedge of k' 144
terms with k outer 1803, with q outer 1803
chi_nn, full double sum (20736 pairs) = 0.032642 1/t
chi_nn, reduced sum (1803 pairs) = 0.032642 1/t
chi_nn, one site of cluster perturbed = 0.032642 1/t
chi_nn, wrongly both k, k' irreducible = 0.090152 1/t
   over 12 choices of the zone of k': -0.003263 to 0.090152, mean 0.032642 1/t
chi_loc, full double sum = -0.204146 1/t
chi_loc, one site of cluster perturbed = -0.204146 1/t
chi_loc, both k, k' irreducible (exact here) = -0.204146 1/t
L = 6: irreducible k 7, pairs 129, saving 10.047, with k-k' exchange 77
L = 12: irreducible k 19, pairs 1803, saving 11.501, with k-k' exchange 950
L = 24: irreducible k 61, pairs 27939, saving 11.875, with k-k' exchange 14162
chi_nn, reduced sum at L = 24: 0.032651 1/t
operations kept by the half-step-shifted mesh: 4 of 12
largest error, symmetrised wedge sums: 3e-16 1/t
largest difference from cluster chi(q): 7e-10 1/t
```
